# Why rare nuclei eventually end selective deposition

After 2125 s of deposition at 0.1 nm/s, the growth surface in a model process carries 212.5 nm of film. The surface that should have stayed bare has received about 0.21 nuclei per square micrometre, or one in roughly 5 µm², yet 1 % of it is covered. If the nuclei had kept their starting radius of 1 nm, the same coverage would have taken at least \(3.2\times10^7\) s, about a year. Making nucleation a thousand times rarer raises the usable film thickness only tenfold.

These numbers follow from a nucleation rate that never changes. No breakdown of the surface is needed, because old nuclei keep growing while new ones appear.

## The model and its conditions

Let stable nuclei appear independently on the nongrowth surface at a constant mean rate \(J\) per bare area and time. "Homogeneous" nucleation here means that this rate is uniform over the surface. In the thermodynamic sense the nucleation is heterogeneous, since it takes place on a substrate.

Each nucleus is a hemisphere of negligible starting radius, and its surface advances along its normal at constant speed \(G\). A nucleus of age \(\tau\) therefore covers a disc of radius \(G\tau\). Growth is limited by the surface reaction, without precursor depletion or shadowing. The growth surface starts without delay and advances at the same speed, so its film thickness is \(H=Gt\). No nucleus is removed. The nongrowth area is large, and we look at points farther than \(H\) from its edges, where film spreading in from the growth area has not arrived.

The example takes round model parameters: \(G=0.1\) nm/s and \(J=10^{-10}\) nm⁻² s⁻¹.

## Why coverage rises as the cube of time

A point \(x\) is covered at time \(t\) if some nucleus, born at place \(x_i\) and time \(t_i\), has reached it:

\[
|x-x_i|\le G(t-t_i).
\]

Births of age \(\tau\) can do this from anywhere within an area \(\pi G^2\tau^2\). The mean number of births able to cover the point is therefore

\[
X=J\int_0^t \pi G^2\tau^2\,d\tau=\frac{\pi J G^2t^3}{3}=\frac{\pi J H^3}{3G}.
\]

The last form uses \(t=H/G\).

Divide this region of place and time into small cells \(dA\,dt\). Each cell is free of births with probability \(1-J\,dA\,dt\), independently of the others. The product over all cells tends to \(e^{-X}\), so the covered fraction is

\[
\theta=1-e^{-X}.
\]

This count admits births everywhere, whereas real nuclei form only on bare ground. The difference does not matter. Suppose a fictitious birth at \((x_p,t_p)\) falls on ground covered by a real nucleus \(i\), so that \(|x_p-x_i|\le G(t_p-t_i)\). Any point \(x\) that it later covers satisfies \(|x-x_p|\le G(t-t_p)\). By the triangle inequality,

\[
|x-x_i|\le |x-x_p|+|x_p-x_i|\le G(t-t_i).
\]

The real nucleus already covers that point. Fictitious births add no covered area, and the formula accounts for overlap without approximation within this model.

For small \(X\), \(\theta\approx X\). The cube has two sources: the number of births per area is \(Jt\), and their mean disc area is

\[
\frac1t\int_0^t\pi G^2\tau^2\,d\tau=\frac{\pi G^2t^2}{3}.
\]

In the example at 2125 s, the mean area is \(4.73\times10^4\) nm² and the birth density is \(0.213\times10^{-6}\) nm⁻². Their product is 0.0101, which is \(X\); the coverage \(1-e^{-X}\) is 0.0100.

Old nuclei dominate. Births in the first half of the run have ages from \(t/2\) to \(t\), and their share of the summed disc area is

\[
\frac{\int_{t/2}^{t}\tau^2d\tau}{\int_0^t\tau^2d\tau}
=\frac{t^3-(t/2)^3}{t^3}=\frac78 .
\]

If coverage stays low, a surface that looks nearly clean halfway through a run thus already holds the nuclei that will make up most of the covered area at its end.

Because \(X\) grows without limit for every \(J>0\), \(\theta\) tends to 1. The example reaches 50 % coverage at 8715 s and 99 % at 16383 s.

## Births alone would fail much later

To isolate the effect of expansion, keep the births but freeze every disc at radius \(r_0\). If births on covered ground are also allowed, a point is bare with probability \(e^{-\pi r_0^2Jt}\). Refusing those births can only remove discs, so

\[
\theta_{\rm fixed}\le 1-e^{-\pi r_0^2Jt}.
\]

The time \(t_{\rm fixed}\) at which this bound reaches a chosen coverage is the least time that frozen nuclei need. Let expanding nuclei reach the same coverage at time \(t_*\) and thickness \(H_*=Gt_*\). Equating the exponents gives

\[
\pi r_0^2Jt_{\rm fixed}=\frac{\pi JG^2t_*^3}{3}
\quad\Rightarrow\quad
\frac{t_{\rm fixed}}{t_*}=\frac{H_*^2}{3r_0^2}.
\]

With \(r_0=1\) nm and \(H_*=212.5\) nm, the ratio is \(1.5\times10^4\). It does not contain \(J\) explicitly: it compares the mean area of an expanded nucleus with that of a newborn one. Expansion decides when the surface fails.

The finite starting radius itself hardly changes the result for expanding nuclei. Replacing \(G\tau\) by \(r_0+G\tau\) gives

\[
X_r=\pi J\int_0^t(r_0+G\tau)^2d\tau
=\pi J\left(r_0^2t+r_0Gt^2+\frac{G^2t^3}{3}\right).
\]

Fictitious births can now add a rim of width up to \(r_0\), so \(1-e^{-X_r}\) is an upper bound. The earlier formula is a lower bound: discs that start from zero radius, fictitious ones included, lie inside the real discs by the same triangle argument. In the example the true coverage lies between 1.000 % and 1.014 %.

## The thickness budget

For an allowed coverage \(\theta_*\), take the logarithm of \(1-\theta_*=e^{-X}\), insert \(X=\pi JH_*^3/(3G)\), and solve for the thickness:

\[
H_*=\left[\frac{-3G\ln(1-\theta_*)}{\pi J}\right]^{1/3}.
\]

Here \(G/J=10^9\) nm³ and \(-\ln(0.99)=0.01005\). The bracket is \(9.60\times10^6\) nm³, and \(H_*=212.5\) nm. A tenfold lower \(J\) gives 458 nm, and a thousandfold lower \(J\) gives 2125 nm.

At fixed \(\theta_*\), the process enters through \(J/G\). A change of temperature or pressure that halves nucleation but also halves growth leaves the thickness budget unchanged; it merely makes the run longer. Process conditions should therefore be compared at equal film thickness, not at equal time.

If nuclei expand at a speed \(G_n\) different from that of the film, the disc radius is \(G_n\tau\), and

\[
X=\frac{\pi JG_n^2t^3}{3}=\frac{\pi JG_n^2H^3}{3G^3}.
\]

Faster growth on isolated nuclei then shortens the budget.

Few nuclei are needed even for complete failure. Real nuclei form at the rate \(J(1-\theta)=Je^{-kt^3}\), with \(k=\pi JG^2/3\). Substituting \(s=kt^3\), so that \(dt=\tfrac13k^{-1/3}s^{-2/3}ds\), gives their final density:

\[
n_\infty=J\int_0^\infty e^{-kt^3}dt
=\frac{J}{3k^{1/3}}\Gamma\!\left(\tfrac13\right)
=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac JG\right)^{2/3}.
\]

The last step uses \(\Gamma(4/3)=\Gamma(1/3)/3\). The example gives 0.88 per µm². The births listed in the numerical output include those on covered ground, which is why they reach 2.00 per µm² at 20000 s.

## What a thickness measurement sees

An average film thickness responds differently from coverage. At height \(z\), a hemisphere of age \(\tau\) has cross-section \(\pi(G^2\tau^2-z^2)\), provided that \(G\tau>z\). The mean number of births that can fill a point at this height is

\[
\begin{aligned}
X(z)&=\pi J\int_{z/G}^{t}(G^2\tau^2-z^2)\,d\tau\\
&=\pi J\left[\frac{G^2t^3}{3}-\frac{z^3}{3G}-z^2t+\frac{z^3}{G}\right]\\
&=X(1-3u^2+2u^3),\qquad u=\frac zH .
\end{aligned}
\]

The triangle argument holds at every height, so fictitious births remain harmless. Integrating the filled fraction over height gives the mean unwanted thickness. Divided by \(H\), it is

\[
q=\int_0^1\left[1-e^{-X(1-3u^2+2u^3)}\right]du .
\]

Define the selectivity as \(S=(1-q)/(1+q)\). For small \(X\) the bracket is approximately its exponent, and \(\int_0^1(1-3u^2+2u^3)du=1-1+\tfrac12=\tfrac12\). Thus \(q\approx X/2\) and \(S\approx1-2q\approx1-X\).

At 1 % coverage, \(q\) is about 0.005, so the mean unwanted film is only about 1 nm thick. The oldest nuclei, however, can be as tall as the wanted film, 212.5 nm. An averaging thickness measurement can therefore suggest a trace of material where an image shows large, isolated grains.

Late in the run, coverage is nearly complete while a thickness contrast persists. At 15000 s the coverage is 97 %, but \(S=0.20\). To find the final decay, set \(v=1-u\), which turns \(1-3u^2+2u^3\) into \(3v^2-2v^3\). For large \(X\), small \(v\) dominates the integral, and

\[
1-q\approx\int_0^\infty e^{-3Xv^2}dv=\frac12\sqrt{\frac{\pi}{3X}}.
\]

Since \(\pi/(3X)=G/(JH^3)\), the thickness deficit of the unwanted film is

\[
H(1-q)\approx\frac12\sqrt{\frac{G}{JH}} .
\]

At \(H=10000\) nm this formula gives 158 nm; the full integral gives 159 nm. The deficit first rises, to about 630 nm at \(H=1000\) nm, and at late times shrinks as \(H^{-1/2}\), and \(S\) has fallen to 0.008.

## Small pads obey a different law

On a pad smaller than the spacing between nuclei, the first birth may already be fatal. Consider an isolated circular pad of radius \(R\) and area \(A=\pi R^2\), with no deposit entering from outside. It is free of nuclei with probability

\[
P_{\rm clean}=e^{-JAt}.
\]

For \(R=50\) nm, the chance of at least one nucleus by 2125 s is 0.0017. Among 1000 such pads, the expected number of nuclei is about 1.7. If a single nucleus on any pad spoils the device, expansion does not set the limit, and the permitted time is proportional to \(1/J\). Lower nucleation then pays in full, unlike under the area criterion.

Coverage of the pad centre shows how the cube law ends. Once \(Gt>R\), the area that can supply a covering nucleus stops growing with age:

\[
\begin{aligned}
X_{\rm pad}&=\pi J\left[\int_0^{R/G}G^2\tau^2d\tau+R^2\left(t-\frac RG\right)\right]\\
&=\pi J\left(R^2t-\frac{2R^3}{3G}\right).
\end{aligned}
\]

The chance of a covered centre reaches 1 % at 13130 s, instead of 2125 s on the extended surface. Failure is still certain in the long run. A nucleus older than \(2R/G\) covers the whole pad, so the probability that the pad is not fully covered is at most \(e^{-JA(t-2R/G)}\) for \(t>2R/G\), which tends to zero.

This case isolates nucleation. If growth areas in the same plane border the pad directly and their film spreads sideways at speed \(G\), it reaches the centre after \(R/G=500\) s. On a single pad, overgrowth then ends selectivity long before nucleation is likely to. Nuclei can form only on the shrinking bare disc of area \(\pi(R-Gt)^2\), so each pad receives on average \(J\int_0^{R/G}\pi(R-Gt)^2dt=\pi JR^3/(3G)=1.3\times10^{-4}\) nuclei before it is overgrown. Among 1000 such pads the mean count is 0.13, and the chance of at least one nucleus by 500 s is \(1-e^{-0.13}\), about 12 %.

## What to do about it

**Identify the source.** While nuclei are well separated, a constant birth rate gives a flat distribution of radii. Births during \(dt\) have density \(J\,dt\), and \(dr=G\,dt\), so the density per unit radius is \(J/G\) from zero to \(H\). The height of this flat histogram supplies the ratio needed for the thickness budget. This reading, like the one below, assumes immobile nuclei that grow at the same constant speed as the film. On real surfaces, diffusion and merging of nuclei or size-dependent growth can also reshape the distribution, so its shape alone does not prove the source.

If the radii instead cluster near \(H\), the nuclei were present from the start or formed soon after it; the radii alone do not tell these cases apart. For randomly placed initial defects of density \(n_0\), the mean number covering a point is \(\pi n_0H^2\). If such defects are the source, cleaning or better passivation before deposition is the remedy. Continuous births overtake this contribution when \(\pi JH^3/(3G)>\pi n_0H^2\), that is, when \(H>3n_0G/J\). Stopping births partway through a run does not save the surface if deposition continues, because existing nuclei go on expanding.

**Remove nuclei while they are small.** If all nuclei are removed after every deposition interval \(t_c\), and the surface recovers its original \(J\), each interval starts afresh. The coverage never exceeds

\[
\theta_{\max}=1-e^{-\pi JG^2t_c^3/3}.
\]

For \(t_c=1000\) s this is 0.10 %, however many intervals follow. Under these conditions eventual failure by nucleation is avoided. Film spreading sideways from a bordering growth area is not reset: it still advances by the net film gain of each interval.

The removal step must attack nuclei faster than the wanted film. The oldest nucleus can have radius \(Gt_c\), equal to the film grown in that interval. If both recede at the same speed, removing this nucleus removes the interval's entire film. If nuclei recede \(\rho>1\) times faster, the film loses \(Gt_c/\rho\), leaving a net gain of

\[
\Delta H=Gt_c\left(1-\frac1\rho\right).
\]

Shorter intervals lower the peak coverage as \(t_c^3\) while it is small, at the price of more removal steps for the same final thickness.

## How far the formulas were checked

Random births were simulated on a periodic surface for two pairs of \(J\) and \(G\). Coverage, film ratio and nucleus density were taken from real nuclei only, with nucleation refused on covered ground; the start-radius, fixed-disc, pad and reset cases counted all births. The tests required coverage, film ratio, relative nucleus density, and the fixed-disc, pad and reset cases to agree with the formulas within 0.025. For the pair shown in the numerical output, the largest difference is 0.020, in the relative nucleus density. The listed quantities share the same simulated births, so their deviations are not independent. The simulation tests the geometry and statistics of this model; it does not test whether a particular reactor has constant \(J\) and \(G\).

## Values computed for the example and the checks

```
Simulation against formula (J=G=1, natural units)
  coverage, t=0.5          simulated 0.117  formula 0.123
  coverage, t=1.0          simulated 0.639  formula 0.649
  coverage, t=1.3          simulated 0.895  formula 0.900
  film ratio q, t=1.0      simulated 0.358  formula 0.368
  fixed discs              simulated 0.543  formula 0.544
  pad centre               simulated 0.493  formula 0.494
  after reset              simulated 0.204  formula 0.202
  with start radius        simulated 0.523  formula 0.533
  nuclei / final density   simulated 1.020  formula 1.000
  area share of first-half births: 0.867 (7/8 = 0.875)
Growth speed G = 0.1 nm/s; nucleation rate J = 1.0e-10 nm^-2 s^-1
Start radius = 1.0 nm; pad radius = 50.0 nm; allowed coverage = 0.01
Natural length (G/J)^(1/3) = 1000.0 nm
Time to allowed coverage = 2125 s
Selective thickness then = 212.5 nm
Births per area then = 0.213 per um^2
Mean disc area then = 47293 nm^2
Upper bound on coverage with start radius = 1.0141 %
Least time to same coverage without expansion = 3.199e+07 s
Ratio of the two times = 1.505e+04
J lowered 10-fold: thickness 457.8 nm, gain 2.154
J lowered 1000-fold: thickness 2125.1 nm, gain 10.000
Final density of real nuclei = 0.879 per um^2
t (s)   H (nm)   births/um^2   X         coverage   q         S
  1000     100     0.10       0.00105   0.00105    0.00052   0.99895
  2000     200     0.20       0.00838   0.00834    0.00418   0.99168
  5000     500     0.50       0.13090   0.12269    0.06238   0.88257
 10000    1000     1.00       1.04720   0.64908    0.36750   0.46252
 15000    1500     1.50       3.53429   0.97082    0.67240   0.19589
 20000    2000     2.00       8.37758   0.99977    0.80528   0.10786
Time to 50 % coverage = 8715 s; to 99 % = 16383 s
Fixed-disc coverage bound at 10000 s = 3.142e-06
At 100000 s: H = 10000 nm, thickness deficit = 159.2 nm
  late formula for the deficit = 158.1 nm
  selectivity S then = 0.00802
Pad area = 7854 nm^2; mean wait for first nucleus = 1.273e+06 s
Chance of a nucleus on the pad by 2125 s = 0.00167
Time to 1 % chance of covered pad centre = 13130 s
Removal every 1000 s: peak coverage = 0.1047 %
```
